# Partial currents and ion supply in nickel-iron alloy plating: a program that tests the result

```python
"""Partial currents in nickel-iron alloy plating.

Result under test, for metals i = Ni, Fe:
    j_i = eff * j * (n_i w_i / M_i) / sum_k (n_k w_k / M_k)
    j_H = (1 - eff) * j
j   total cathodic current density      eff  current efficiency for metal
w_i weight fraction in the film         M_i  molar mass
n_i electrons per deposited atom        j_H  hydrogen current density
Also tested: growth rate of the film, and the transport limit
    j_lim = n F D c / delta,  delta = Gamma(4/3) (3 D / A)**(1/3)
for a flow A*y**2 towards the wall (y is the distance from the wall).
Lengths are in cm, concentrations in mol/cm3, currents in mA/cm2.
"""
import numpy as np
from scipy.constants import e as charge, N_A
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.special import gamma

FARADAY = charge * N_A                      # C/mol
MASS = np.array([58.693, 55.845])           # g/mol: Ni, Fe


def partial_currents(total, eff, iron_weight, valence):
    weight = np.array([1.0 - iron_weight, iron_weight])
    share = valence * weight / MASS
    metals = eff * total * share / share.sum()
    return metals[0], metals[1], (1.0 - eff) * total


# ---- inputs of the example ----
total = 10.0
eff = 0.90
iron_weight = 0.20
valence = np.array([2, 2])
lattice = 3.55e-8                           # rough fcc cell edge, cm
j_ni, j_fe, j_h = partial_currents(total, eff, iron_weight, valence)
atoms = np.array([j_ni, j_fe]) / valence
atom_fraction = atoms / atoms.sum()
atom_flux = atoms.sum() * 1e-3 / charge     # atoms per cm2 and s
growth = atom_flux * lattice**3 / 4         # cm/s

# ---- independent count on an explicit fcc slab ----
cells = 40
ix, iy, iz = np.indices((2 * cells,) * 3)
sites = int(np.count_nonzero((ix + iy + iz) % 2 == 0))


def count_electrons(eff_, iron_weight_, valence_):
    """Electrons used by Ni, Fe and H while the slab is plated."""
    n_iron = np.arange(sites + 1)
    iron_mass = n_iron * MASS[1]
    fraction = iron_mass / (iron_mass + (sites - n_iron) * MASS[0])
    best = int(np.argmin(abs(fraction - iron_weight_)))
    ni = (sites - best) * valence_[0]
    fe = best * valence_[1]
    passed = (ni + fe) / eff_
    return np.array([ni, fe, passed - ni - fe])


worst_count = 0.0
for case in [(eff, iron_weight, valence),
             (0.70, 0.55, np.array([2, 3]))]:
    counted = count_electrons(*case)
    formula = np.array(partial_currents(1.0, *case))
    gap = np.max(abs(counted / counted.sum() - formula))
    worst_count = max(worst_count, gap)
# one atom more or less in the slab limits the agreement
assert worst_count < 1e-5

slab_charge = count_electrons(eff, iron_weight, valence).sum() * charge
slab_edge = cells * lattice
slab_time = slab_charge / (total * 1e-3 * slab_edge**2)
assert abs(slab_edge / slab_time / growth - 1) < 1e-5

# ---- transport limits; rough typical bath values ----
layer_fe = 50e-4
species = {                                 # electrons, D in cm2/s, c
    "Ni2+": (2, 6e-6, 5.0e-4),
    "Fe2+": (2, 6e-6, 1.0e-5),
    "H+": (1, 9.3e-5, 1.0e-6),
    "O2": (4, 2e-5, 2.5e-7),
    "Fe3+": (1, 6e-6, 5.0e-7),
}
flow = 3 * species["Fe2+"][1] * (gamma(4 / 3) / layer_fe)**3


def layer(diffusion):
    return gamma(4 / 3) * (3 * diffusion / flow)**(1 / 3)


limit = {}
for name, (n, diffusion, conc) in species.items():
    limit[name] = 1e3 * n * FARADAY * diffusion * conc / layer(diffusion)


def wall_ratio(name, current, points):
    """Wall/bulk concentration from D c'' + A y^2 c' = 0, by differences."""
    n, diffusion, conc = species[name]
    y, h = np.linspace(0.0, 10 * layer_fe, points + 1, retstep=True)
    slope = current * 1e-3 / (n * FARADAY * diffusion * conc)
    drift = flow * y[:-1]**2 * h / (2 * diffusion)
    lower, upper = 1.0 - drift, 1.0 + drift
    bands = np.zeros((3, points))
    right = np.zeros(points)
    bands[1] = -2.0
    bands[0, 1:] = upper[:-1]
    bands[2, :-1] = lower[1:]
    right[-1] = -upper[-1]                  # bulk value 1 at the far end
    bands[1, 0], bands[0, 1] = -1.0, 1.0    # given slope at the wall
    right[0] = h * slope
    return solve_banded((1, 1), bands, right)[0]


fe_wall = 1.0 - j_fe / limit["Fe2+"]
fe_wall_fine = wall_ratio("Fe2+", j_fe, 4000)
mesh_shift = abs(fe_wall_fine - wall_ratio("Fe2+", j_fe, 2000))
# second-order differences with steps far below the layer thickness
assert abs(fe_wall_fine - fe_wall) < 2e-4
for name in ("H+", "O2"):
    numeric = wall_ratio(name, 0.6 * limit[name], 4000)
    assert abs(numeric - 0.4) < 2e-4

# ---- migration in a stagnant neutral layer: Ni2+, Fe2+, Na+, Cl- ----
# free protons are left out: they carry little of the ionic charge
z = np.array([2.0, 2.0, 1.0, -1.0])
diff = np.array([6e-6, 6e-6, 1.3e-5, 2.0e-5])
bulk = np.array([0.5, 0.01, 0.5, 1.52])     # mol/L, electrically neutral
assert abs(z @ bulk) < 1e-12
flux = np.array([j_ni, j_fe, 0.0, 0.0]) / (2 * FARADAY)  # mmol/(cm2 s)
drive = flux / diff                         # mol/L per cm


def ion_slopes(_, conc):
    field = (z @ drive) / (z**2 @ conc)     # potential slope in RT/F
    return drive - z * conc * field


path = solve_ivp(ion_slopes, (layer_fe, 0.0), bulk,
                 rtol=1e-10, atol=1e-13)
assert path.success
wall = path.y[:, -1]
fe_wall_migration = wall[1] / bulk[1]
assert abs(wall[2] * wall[3] / (bulk[2] * bulk[3]) - 1) < 1e-7
assert fe_wall_migration > fe_wall          # the field helps the supply

# ---- other neglected effects and input errors ----
h_left = j_h - limit["O2"] - limit["Fe3+"]
assert h_left > 0
h_low_eff = partial_currents(total, eff - 0.01, iron_weight, valence)[2]
fe_rich = partial_currents(total, eff, iron_weight + 0.01, valence)[1]
naive_ni = eff * total * (1 - iron_weight)
naive_fe = eff * total * iron_weight
bath_ratio = species["Fe2+"][2] / species["Ni2+"][2]
film_ratio = atoms[1] / atoms[0]

print("INPUTS")
print(f"Total current density: {total:.1f} mA/cm2")
print(f"Current efficiency: {100 * eff:.0f} %")
print(f"Iron in film: {100 * iron_weight:.0f} wt%")
print(f"Molar mass Ni, Fe: {MASS[0]:.3f}, {MASS[1]:.3f} g/mol")
print(f"Cell edge (rough): {lattice * 1e8:.2f} angstrom")
print(f"Iron diffusion layer: {layer_fe * 1e4:.0f} um")
for name, (n, diffusion, conc) in species.items():
    print(f"{name}: n={n}, D={diffusion:.1e} cm2/s, c={conc * 1e6:.2f} mmol/L")
print(f"Na+, Cl-: {bulk[2]:.2f}, {bulk[3]:.2f} mol/L")
print(f"D of Na+, Cl-: {diff[2]:.1e}, {diff[3]:.1e} cm2/s")
print("PARTIAL CURRENTS")
print(f"w/M nickel: {(1 - iron_weight) / MASS[0]:.6f} mol/g")
print(f"w/M iron: {iron_weight / MASS[1]:.6f} mol/g")
print(f"Atomic fraction Ni: {atom_fraction[0]:.4f}")
print(f"Atomic fraction Fe: {atom_fraction[1]:.4f}")
print(f"Metal current: {eff * total:.3f} mA/cm2")
print(f"Nickel current: {j_ni:.3f} mA/cm2")
print(f"Iron current: {j_fe:.3f} mA/cm2")
print(f"Hydrogen current: {j_h:.3f} mA/cm2")
print(f"Weight-fraction mistake, Ni: {naive_ni:.3f} mA/cm2")
print(f"Weight-fraction mistake, Fe: {naive_fe:.3f} mA/cm2")
print(f"Mistake in iron: {100 * (naive_fe / j_fe - 1):.1f} %")
print(f"Slab atoms counted: {sites}")
print(f"Largest count-formula gap: {worst_count:.1e} of total current")
print("GROWTH")
print(f"Atom flux: {atom_flux:.3e} /(cm2 s)")
print(f"Growth rate: {growth * 1e7 * 60:.1f} nm/min")
print(f"Time for 1 um: {1e-4 / growth:.0f} s")
print("TRANSPORT")
for name in species:
    print(f"{name}: layer {layer(species[name][1]) * 1e4:.1f} um,"
          f" limit {limit[name]:.3f} mA/cm2")
print(f"Iron current / limit: {j_fe / limit['Fe2+']:.3f}")
print(f"Nickel current / limit: {j_ni / limit['Ni2+']:.3f}")
print(f"Hydrogen current / free-proton limit: {j_h / limit['H+']:.2f}")
print(f"Iron wall/bulk, formula: {fe_wall:.4f}")
print(f"Iron wall/bulk, numerical: {fe_wall_fine:.4f}")
print(f"Shift on halving the mesh step: {mesh_shift:.1e}")
print(f"Fe/Ni atom ratio, bath: {bath_ratio:.3f}")
print(f"Fe/Ni atom ratio, film: {film_ratio:.3f}")
print(f"Iron enrichment: {film_ratio / bath_ratio:.1f} times")
print("NEGLECTED EFFECTS AND INPUT ERRORS")
print(f"Hydrogen left after O2 and Fe3+: {h_left:.3f} mA/cm2")
print(f"Iron wall/bulk with migration: {fe_wall_migration:.4f}")
print(f"Hydrogen at 1 point less efficiency: {h_low_eff:.3f} mA/cm2")
print(f"Iron current at 1 wt% more iron: {fe_rich:.3f} mA/cm2")
print("PASS")
```

Running it gives:

```
INPUTS
Total current density: 10.0 mA/cm2
Current efficiency: 90 %
Iron in film: 20 wt%
Molar mass Ni, Fe: 58.693, 55.845 g/mol
Cell edge (rough): 3.55 angstrom
Iron diffusion layer: 50 um
Ni2+: n=2, D=6.0e-06 cm2/s, c=500.00 mmol/L
Fe2+: n=2, D=6.0e-06 cm2/s, c=10.00 mmol/L
H+: n=1, D=9.3e-05 cm2/s, c=1.00 mmol/L
O2: n=4, D=2.0e-05 cm2/s, c=0.25 mmol/L
Fe3+: n=1, D=6.0e-06 cm2/s, c=0.50 mmol/L
Na+, Cl-: 0.50, 1.52 mol/L
D of Na+, Cl-: 1.3e-05, 2.0e-05 cm2/s
PARTIAL CURRENTS
w/M nickel: 0.013630 mol/g
w/M iron: 0.003581 mol/g
Atomic fraction Ni: 0.7919
Atomic fraction Fe: 0.2081
Metal current: 9.000 mA/cm2
Nickel current: 7.127 mA/cm2
Iron current: 1.873 mA/cm2
Hydrogen current: 1.000 mA/cm2
Weight-fraction mistake, Ni: 7.200 mA/cm2
Weight-fraction mistake, Fe: 1.800 mA/cm2
Mistake in iron: -3.9 %
Slab atoms counted: 256000
Largest count-formula gap: 7.0e-07 of total current
GROWTH
Atom flux: 2.809e+16 /(cm2 s)
Growth rate: 188.5 nm/min
Time for 1 um: 318 s
TRANSPORT
Ni2+: layer 50.0 um, limit 115.782 mA/cm2
Fe2+: layer 50.0 um, limit 2.316 mA/cm2
H+: layer 124.7 um, limit 0.720 mA/cm2
O2: layer 74.7 um, limit 0.258 mA/cm2
Fe3+: layer 50.0 um, limit 0.058 mA/cm2
Iron current / limit: 0.809
Nickel current / limit: 0.062
Hydrogen current / free-proton limit: 1.39
Iron wall/bulk, formula: 0.1913
Iron wall/bulk, numerical: 0.1913
Shift on halving the mesh step: 6.5e-07
Fe/Ni atom ratio, bath: 0.020
Fe/Ni atom ratio, film: 0.263
Iron enrichment: 13.1 times
NEGLECTED EFFECTS AND INPUT ERRORS
Hydrogen left after O2 and Fe3+: 0.684 mA/cm2
Iron wall/bulk with migration: 0.2149
Hydrogen at 1 point less efficiency: 1.100 mA/cm2
Iron current at 1 wt% more iron: 1.965 mA/cm2
PASS
```
